# Spin hot spots and fast spin relaxation in aluminium

**Q:** Aluminium is light, so I expected its conduction-electron spins to live long. Spins in my films relax much faster than I get by squaring a spin-orbit energy over a typical band separation. What does that estimate leave out?

**A:** It replaces an average of a very uneven quantity by a typical value. First, the quantity itself. With inversion and time-reversal symmetry every band is doubly degenerate at each $\mathbf k$. Within that doublet choose the two states that diagonalize $\sigma_z$, $z$ being your spin axis. Their expectation values are $\pm s$. The "up" state has weight $1-b^2$ on spin up and $b^2$ on spin down, so $s=1-2b^2$ and
$$b^2=\tfrac12(1-s).$$
This is the spin mixing. It lies between 0 and ½.

**Q:** How does it turn into a relaxation time?

**A:** Take a point scatterer at $\mathbf r_0$ that does not act on spin. Write $\psi_{\mathbf k\uparrow}=(\alpha_{\mathbf k},\beta_{\mathbf k})$, where $\beta$ is the small component. Inversion combined with time reversal gives the partner $\psi_{\mathbf k\downarrow}(\mathbf r)=(-\beta^*_{\mathbf k}(-\mathbf r),\alpha^*_{\mathbf k}(-\mathbf r))$. The spin-flip amplitude is proportional to
$$\psi^\dagger_{\mathbf k'\downarrow}\psi_{\mathbf k\uparrow}=\alpha_{\mathbf k'}(-\mathbf r_0)\beta_{\mathbf k}(\mathbf r_0)-\beta_{\mathbf k'}(-\mathbf r_0)\alpha_{\mathbf k}(\mathbf r_0).$$
Square it and average over $\mathbf r_0$, $\mathbf k$ and $\mathbf k'$. If the cross terms average out and the densities are nearly uniform, the squares give $\langle b^2\rangle+\langle b^2\rangle$, relative to a total scattering probability of one. The flip rate is then $W=2\langle b^2\rangle/\tau$. Each flip changes $N_\uparrow-N_\downarrow$ by two, so this difference decays at the rate $2W$:
$$\frac1{T_1}=\frac{4\langle b^2\rangle}{\tau}.$$
This is the Elliott relation, to leading order in $\langle b^2\rangle$. To test the two "ifs", explicit matrix elements were summed over 300 sampled Fermi-surface points of the aluminium model below, their 48 symmetry images and 40 scatterer positions. The resulting rate was 1.009 times the relation. That supports it for scalar point scatterers spread uniformly over the cell. A scatterer fixed on one kind of site samples the local mixing instead: in this model the factor is about 0.7 on the atomic site, 1.4 on the octahedral site and 0.95 on the tetrahedral site. The test says nothing about scatterers with their own spin-orbit coupling.

**Q:** Which model of aluminium?

**A:** Four plane waves with wavevectors $\mathbf K=\mathbf k-\mathbf G$, where $\mathbf G=000,200,111,11\bar1$. They are the four waves that meet at the corner W of one wedge of the fcc zone, and symmetry supplies the other wedges. This is a minimal basis; the effect of what it omits is estimated below. I measure wavevectors in $2\pi/a$ and energies in $U=\hbar^2(2\pi/a)^2/2m$, so the kinetic energy is $K^2$. Waves differing by a 111 or 200 vector are coupled by $V_{111}$ or $V_{200}$. The spin-orbit element is
$$\langle\mathbf K|H_{so}|\mathbf K'\rangle=-iw_0(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma .$$
The parameters are rough typical values: $a=0.405$ nm, hence $U=9.170$ eV, with $V_{111}=0.24$ eV, $V_{200}=0.76$ eV and $w_0=3$ meV. Three electrons per atom put the Fermi energy at 11.62 eV, or $E_F=1.267$ in units of $U$.

**Q:** Where does 3 meV come from?

**A:** Partly from the atom. For a $p$ shell, $\xi\mathbf L\cdot\mathbf S$ equals $\xi/2$ for $J=3/2$ and $-\xi$ for $J=1/2$, so the splitting is $3\xi/2$. A rough 14 meV gives $\xi=9.3$ meV. A plane wave at $k_F$ has a fraction $P=0.495$ of $p$ character in the atomic sphere, with components proportional to $K_i$. Since $(L_k)_{ij}=-i\epsilon_{ijk}$, projection gives the form above with $w_0=\xi P/2k_F^2$. With $k_F^2=11.652/9.170=1.271$ this is 1.82 meV. I chose 3 meV on the assumption that the metal has more $p$ density near the nucleus than the free atom. It remains a model parameter.

**Q:** Then what happens to $b^2$ at a zone boundary?

**A:** Keep the two waves that meet there. Let $2\delta=K^2-K'^2$ and $\mathbf w=w_0\mathbf K\times\mathbf K'$. The coupling block is
$$M=V-i\mathbf w\cdot\boldsymbol\sigma=R\,\mathcal U,\qquad R=\sqrt{V^2+w^2},$$
where $\mathcal U=\cos\varphi-i\sin\varphi\,\mathbf n\cdot\boldsymbol\sigma$, $\mathbf n=\mathbf w/w$, $\cos\varphi=V/R$ and $\sin\varphi=w/R$. So $\mathcal U$ rotates spins by $2\varphi$ about $\mathbf n$. For any spinor $\chi$, the Hamiltonian couples $|\mathbf K\rangle\chi$ to $|\mathbf K'\rangle\mathcal U^\dagger\chi$ with the plain number $R$. The eigenstates are
$$c|\mathbf K\rangle\chi+d|\mathbf K'\rangle\mathcal U^\dagger\chi,\qquad 4c^2d^2=\frac{R^2}{\delta^2+R^2},$$
the second equation being the usual two-level result. Within the doublet, $\sigma_z$ becomes
$$c^2\sigma_z+d^2\,\mathcal U\sigma_z\mathcal U^\dagger=(c^2\hat{\mathbf z}+d^2\mathbf m)\cdot\boldsymbol\sigma,$$
where $\mathbf m$ is $\hat{\mathbf z}$ rotated by $2\varphi$, so $\hat{\mathbf z}\cdot\mathbf m=1-2\sin^2\varphi\,(1-n_z^2)$. The eigenvalues are $\pm$ the length of the vector. Using $c^2+d^2=1$,
$$s^2=1-2c^2d^2(1-\hat{\mathbf z}\cdot\mathbf m)=1-4c^2d^2\sin^2\varphi\,(1-n_z^2).$$
Insert $\sin^2\varphi=w^2/R^2$ and $w_\perp^2=w^2(1-n_z^2)$, the part of $\mathbf w$ normal to the spin axis:
$$b^2=\frac12\left[1-\sqrt{1-\frac{w_\perp^2}{\delta^2+V^2+w^2}}\,\right].\qquad(1)$$

Far from the boundary, $b^2\approx w_\perp^2/4\delta^2$. This is your estimate, since $2\delta$ is the band separation. On the boundary $\delta=0$, and for $w\ll V$ the mixing stops at $w_\perp^2/4V^2$.

**Q:** I had heard that mixing reaches order one near zone boundaries.

**A:** Not at an ordinary one. On a 111 plane the in-plane wavevector satisfies $p^2=E_F-G^2/4=1.267-0.750=0.517$, apart from a shift $\pm V$ between the two sheets, and $w=w_0Gp$. With $w_0/V_{111}=0.0125$,
$$\frac{w^2}{4V^2}=\frac{(0.0125)^2\times3\times0.517}{4}=6.1\times10^{-5}.$$
The shift makes this about 5 % higher on the lower sheet. Equation (1) approaches ½ when $V$ and $\delta$ both vanish and $\mathbf w$ is normal to the spin axis. That requires bands that would touch without spin-orbit coupling.

**Q:** Do the ordinary boundaries still matter?

**A:** Yes, because they cross the Fermi surface in long strips. Put $\mathbf k=\mathbf G/2+q\hat{\mathbf G}+\mathbf k_\parallel$. Then $\delta=Gq$, and without the small $w^2$ the levels are
$$E_\pm=\frac{G^2}{4}+q^2+k_\parallel^2\pm\sqrt{G^2q^2+V^2}.$$
I weight the Fermi surface by $d^3k\,\delta(E-E_F)$, that is, by density of states. Since $d^2k_\parallel=\pi\,d(k_\parallel^2)$ after the angular average, each sheet contributes $\pi\,dq$. Averaged over the sheets, $k_\parallel^2=p^2-q^2$. The integrand is concentrated at $|q|\sim V/G$, so $q^2$ can be dropped. Averaging over three cubic spin axes gives $w_\perp^2=\frac23w_0^2G^2p^2$, and
$$I=2\pi\int_{-\infty}^{\infty}dq\,\frac{\frac23w_0^2G^2p^2}{4(G^2q^2+V^2)}=\frac{\pi^2w_0^2Gp^2}{3V},\qquad(2)$$
because the $q$ integral of $1/(G^2q^2+V^2)$ is $\pi/GV$. The strip is narrow, of width $V/G$, but its mixing is proportional to $1/V^2$, so the product goes as $1/V$. For $|q|\le0.1$ on a 111 plane, numerical diagonalization gave 0.998 times the corresponding finite-range integral.

One such integral covers the pair $\pm\mathbf G$, since a shift by $\mathbf G$ carries one plane onto the other. At this filling the strips lie mostly where these planes continue outside the first-zone faces. Adding four 111 pairs and three 200 pairs, and dividing by the total weight $D=6.98$, gives $\langle b^2\rangle=7.9\times10^{-6}$ for isolated strips.

**Q:** And where do the bands touch?

**A:** On the mirror plane $k_z=0$, the waves with $\mathbf G=111$ and $11\bar1$ are mirror images. Their difference is odd under the reflection and has energy
$$E_{odd}=(k_x-1)^2+(k_y-1)^2+1-V_{200}.$$
The other three combinations are even. Without spin-orbit coupling nothing connects odd to even, so their levels can cross along a line in this plane. Requiring the crossing to lie at $E_F$ selects a point: $(k_x,k_y,k_z)=(0.9621,0.4095,0)$, between the second and third bands. As a check, with $V_{200}=0.76/9.170=0.083$ the odd energy is $0.001+0.349+1-0.083=1.267$, as required. Three choices of the zero coordinate, two orders of the others and four signs make 24 such points in the zone.

**Q:** How much of the Fermi surface do they affect?

**A:** Close to a point, restrict the Hamiltonian to the two touching orbitals. Without spin it can be chosen real, and to first order in the displacement
$$H-E_F=\varepsilon+h_z\tau_z+h_x\tau_x+\tau_y\,\mathbf w\cdot\boldsymbol\sigma .$$
The $\tau$ matrices act on the orbitals, and $\varepsilon,h_x,h_z$ are linear in the displacement. The spin-orbit term is purely off-diagonal because $\mathbf K\times\mathbf K'$ is antisymmetric while the orbital coefficients are real. This is the two-wave problem again with $\delta\to h_z$ and $V\to h_x$, so equation (1) holds with $\delta^2+V^2$ replaced by $h^2=h_x^2+h_z^2$.

Change variables with $J=|\partial(\varepsilon,h_z,h_x)/\partial\mathbf k|$. For any function $F(h)$ the two sheets give
$$\sum_\pm\int\frac{d\varepsilon\,d^2h}{J}\,\delta\!\left(\varepsilon\pm\sqrt{h^2+w^2}\right)F(h)=\frac2J\int d^2h\,F(h).$$
The integral over $\varepsilon$ removes the delta function whatever the tilt of the cone.

Now ask where $b^2>x$. From (1) this means $w_\perp^2/(h^2+w^2)>1-(1-2x)^2=4x(1-x)$, which is a disc in the $h$ plane. Its area is $\pi$ times the largest $h^2$, so the fraction of Fermi-surface weight is
$$f(b^2>x)=\frac{24\cdot2\pi}{JD}\left\langle\max\!\left[\frac{w_\perp^2}{4x(1-x)}-w^2,\,0\right]\right\rangle,\qquad(3)$$
with the bracket averaged over the three spin axes.

**Q:** Put in the numbers.

**A:** The model gives $J=0.473$ and $w=3.95$ meV, or $4.31\times10^{-4}$ in units of $U$. The prefactor is $150.8/(0.473\times6.98)=45.7$, and $45.7\,w^2=8.5\times10^{-6}$.

Reflection symmetry puts $\mathbf w$ in the mirror plane, because a term linking odd to even orbitals must also be odd in spin under the reflection, which leaves $\sigma_x$ and $\sigma_y$. At the touching point itself (1) reduces to $b^2=\frac12(1-|w_z|/w)$, with $w_z$ replaced by the component along whichever axis is chosen. Diagonalization gives 0.10, 0.20 and 0.50 for axes $x$, $y$ and $z$. So $|w_x|/w=0.80$, $|w_y|/w=0.60$ and $w_z=0$, and the squares add to one.

For $x=0.1$, $1/4x(1-x)=2.78$. The brackets in (3), divided by $w^2$, are 0 for axis $x$, $0.64\times2.78-1=0.78$ for $y$, and 1.78 for $z$. Their mean is 0.85, so $f=7.2\times10^{-6}$. Mixing above 0.1 occupies about seven millionths of the Fermi surface.

**Q:** That is tiny. Can it control the relaxation?

**A:** By itself, no: it supplies 7 % of $\langle b^2\rangle$. The wider surroundings matter more. For $h\gg w$, $b^2\approx w_\perp^2/4h^2$, and the contribution of the 24 points out to some distance $H$ is
$$\frac{24}{D}\,\frac2J\int_{\sim w}^{H}2\pi h\,dh\,\frac{w_\perp^2}{4h^2}\;\longrightarrow\;\frac{24\pi\langle w_\perp^2\rangle}{JD}\ln\frac Hw.\qquad(4)$$
Every factor $e$ in distance adds equally. With $\langle w_\perp^2\rangle=\frac23w^2$ it adds $2.8\times10^{-6}$, until the linear cone fails at the scale of the lattice couplings.

Both consequences were tested by integrating over the whole Fermi surface of the four-wave model. The area with $b^2>0.002$ came out as $7.06\times10^{-4}$, against $7.00\times10^{-4}$ from (3). Raising $w_0$ fourfold raised $\langle b^2\rangle$ by 12.4, not 16. The corresponding fall of $\langle b^2\rangle/w_0^2$, with $w_0$ in units of $U$, was 37.7, against 36.6 from the logarithm in (4).

**Q:** What is the full average, then?

**A:** $\langle b^2\rangle=1.8\times10^{-5}$, while the median is $2.1\times10^{-6}$. One per cent of the surface carries 59 % of the average, and half of the average comes from 0.33 % of the surface. Points above the 111 cap of $6.1\times10^{-5}$ cover 3 % of the surface and supply 69 %. The strip and cone contributions should not be added as separate pieces, because the strips run into the regions around the touching points.

This is the picture of spin hot spots, with one distinction kept in view: the spots have order-one mixing at their centres, but most of the average comes from places where $b^2$ is still small.

**Q:** How much faster is that than a metal without hot spots?

**A:** Keep the lattice, $V_{111}$, $V_{200}$ and $w_0$ fixed, but put in one electron per atom. The Fermi sphere then has radius 0.782, while the nearest zone face is at $\sqrt3/2=0.866$. Using 27 plane waves on this sphere, $\langle b^2\rangle=2.6\times10^{-7}$. The trivalent average is about 70 times larger.

That ratio depends strongly on the cutoff. For large $G$ each extra wave adds mixing of order $w_0^2k^2/G^2$, while the number of waves in a shell grows as $G^2$, so the sum grows with the cutoff. Taking all waves with $|\mathbf G|<6$ roughly doubles the one-electron average and halves the ratio. In a real atom the finite extent of the $p$ region ends this growth; the model has no such factor. For the trivalent surface, the waves in the 27-wave set that the four-wave basis omits would add about $5\times10^{-7}$ through their spin-orbit coupling in perturbation theory, or 3 % of the average. (The value $2.5\times10^{-7}$ in the output treats each state as the single wave $\mathbf k$, which is too crude for the second and third bands.)

The omitted waves matter more through the lattice potential, which mixes them into the touching states. With 28 waves around the corner W and the same parameters, the spin-orbit coupling $w$ at the touching point falls from 3.95 to about 2.9 meV, and the cone weight $w^2/J$ falls by about a third. With 32 to 56 waves they settle near 2.8 meV and about 40 % below the four-wave weight. The full average $\langle b^2\rangle$ falls from $1.8\times10^{-5}$ to about $1.5\times10^{-5}$ with 16 waves and $1.2\times10^{-5}$ with 28 waves, which lowers the ratio to the 27-wave one-electron value from 70 to about 50. The four-wave averages therefore show the mechanism and the order of magnitude, not a precise value for aluminium.

**Q:** What $T_1$ should I expect at room temperature?

**A:** A rough resistivity of 2.7 μΩ cm gives, through $\tau=m/ne^2\rho$, $\tau=7.3$ fs. Hence
$$T_1=\frac{7.28\ \mathrm{fs}}{4\times1.80\times10^{-5}}\approx100\ \mathrm{ps}.$$
With the same $\tau$ and the 27-wave one-electron mixing it would be 7 ns, a figure that falls as the cutoff is raised.

Measured values for aluminium near room temperature are roughly of order 100 ps, but the closeness should not be read as a confirmation. The parameter $w_0$ is uncertain, and at fixed parameters the 28-wave average lengthens $T_1$ to about 150 ps. The bulk resistivity also comes from phonons, which carry spin-orbit terms of their own, while the relation was tested only for scalar point scatterers. With the free-atom value of 1.82 meV, the square lowers $\langle b^2\rangle$ by 2.7 and the logarithm returns about 8 %, so $T_1$ becomes about 250 ps. Films also break the assumption of bulk resistivity. If extra scalar scattering doubles the resistivity at fixed band structure, the Elliott relation halves $T_1$ to about 50 ps, although the same scattering doubles the lifetime broadening discussed below and so weakens the relation itself. Surfaces or heavy impurities that flip spins themselves would shorten it further, by an amount this model cannot give.

**Q:** Does heat wash out such sharp features?

**A:** Thermal spread hardly matters. The bands touch along a line, so changing the energy moves the point along that line. At $E_F\mp25.7$ meV the cone weight $w^2/J$ changes by $+2$ % and $-1.5$ %.

Lifetime broadening is more serious. At room temperature $\hbar/\tau=90$ meV, and 41 % of $\langle b^2\rangle$ comes from points where the band separation without spin-orbit coupling is smaller than that. There an electron scatters before the two bands are resolved, and the Elliott picture of sharp bands is not justified. Deleting that share altogether would give $T_1\approx100/0.59=170$ ps. This shows the sensitivity and is not a bound, since a proper treatment must replace the contribution, not delete it.

**Q:** So would a cold, clean sample suit the theory better?

**A:** On this point, yes. If $\tau$ is a thousand times longer, $\hbar/\tau=0.09$ meV, far below the splitting $2w=7.9$ meV that spin-orbit coupling opens at the touching points. The bands are then resolved even at the centres of the hot spots. For scalar short-range scatterers $T_1$ would scale with $\tau$ to about 100 ns. Cold phonons scatter through small angles and can carry spin-orbit terms of their own, so for them the average over independent $\mathbf k$ and $\mathbf k'$ must be replaced by the actual scattering integral. The numerical output below lists most of the values used here.

## Table of computed values

```
lattice constant a = 0.405 nm
V111, V200 = 0.24, 0.76 eV
spin-orbit parameter w0 = 3.0 meV
rough atomic 3p splitting = 14 meV
p weight of plane wave in atomic sphere = 0.495
w0 from free-atom splitting = 1.82 meV
energy unit U = 9.170 eV
free-electron Fermi energy = 11.652 eV
model Fermi energy = 11.621 eV
Fermi weight D, rays and counting = 6.982, 6.945 (2pi/a)^3/U
degeneracy kx, ky, kz = 0.9621, 0.4095, 0.0000 2pi/a
cone Jacobian J = 0.4730 U^3/(2pi/a)^3
spin-orbit coupling at degeneracy = 3.951 meV
b^2 at degeneracy, axes x y z = 0.0997, 0.2004, 0.4995
box/formula weight, x=0.1 and 0.2 = 0.980, 1.005
b^2 cap on isolated 111 plane = 6.061e-05
111 strip integral, numeric/formula = 0.9983
mean b^2 from isolated strips, formula = 7.881e-06
mean b^2 on Fermi surface = 1.801e-05
median b^2 on Fermi surface = 2.098e-06
mean b^2 with w0 four times larger = 2.237e-04
log drop of mean/w0^2, rays and formula = 37.70, 36.61
area with b^2>0.002, rays and formula = 7.057e-04, 6.995e-04
area with b^2>0.1, formula = 7.240e-06
share of mean from b^2>0.1 = 6.84 %
area with b^2 above 111 cap = 2.976 %
share of mean above 111 cap = 69.3 %
share of mean from top 1 % of area = 59.2 %
share of mean from top 10 % of area = 82.4 %
area carrying half of mean = 0.33 %
one-electron reference Fermi radius = 0.7816 2pi/a
one-electron reference mean b^2 = 2.600e-07
enhancement over reference = 69.3
mean b^2 from omitted waves = 2.514e-07
explicit spin-flip rate / Elliott relation = 1.009
resistivity = 2.7 uohm cm
scattering time tau = 7.28 fs
spin relaxation time T1 = 101.0 ps
T1 with reference mixing = 6996 ps
lifetime width hbar/tau = 90.5 meV
share of mean with gap<hbar/tau = 40.7 %
same share, tau 1000 times longer = 0.00 %
temperature = 298 K, thermal energy = 25.7 meV
relative cone weight at EF-kT, EF+kT = 1.021, 0.985
```
